**Squared gradient and Laplacian on even and odd Fourier grids**

For $N$ periodic points with spacing $h$, $D$ and $L$ are the first- and second-derivative matrices of the trigonometric interpolant. The program asserts that $D^2=L$ for odd $N$ and $D^2=L+K^2uu^{\mathsf T}$ for even $N$, with $K=\pi/h$ and $u_j=(-1)^j/\sqrt N$, for all $N$ from 3 to 13. It compares the closed matrix elements with sums over plane waves, and the overlap and gradient integrals of the cardinal functions with quadrature. It also asserts the null-space dimensions, the multiplicity of the lowest eigenvalue of $L$, and the behaviour of FFT derivatives of real data. For one electron in a periodic cosine well, the levels are compared with Mathieu characteristic values. The output shows that $-\tfrac12D^2$ on 32 points adds a false third level at 0.9887 hartree, which is absent with 31 points or with $-\tfrac12L$. For 16, 32 and 64 points the false level moves towards the cell average of the potential, 1 hartree, and stays within $10^{-3}$ hartree of the second-order estimate.

## Numerical check

```python
"""Result under test: for trigonometric interpolation on n periodic points,
the first-derivative matrix D and second-derivative matrix L satisfy
    D @ D = L                     for odd n,
    D @ D = L + K^2 u u^T         for even n,
where K = pi/h is the Nyquist wave number, h the spacing and
u_j = (-1)^j / sqrt(n) the normalized sawtooth.  With D @ D as the kinetic
operator, an even grid therefore has a false low-energy sawtooth state.
Symbols: cell = period, g = 2 pi / cell, v0 = depth parameter of the potential
v0 (1 - cos(g x)).  The electron example uses Hartree atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.special import mathieu_a, mathieu_b


def cardinal(x, n, cell, order):
    """Derivative of given order of the cardinal function, from its mode sum."""
    g = 2 * np.pi / cell
    total = np.zeros(np.shape(x), dtype=complex)
    for k in range(-(n // 2), n // 2 + 1):
        weight = 0.5 if 2 * abs(k) == n else 1.0
        total += weight * (1j * k * g) ** order * np.exp(1j * k * g * x)
    return total.real / n


def matrices_from_definition(n, cell):
    x = np.arange(n) * cell / n
    separation = x[:, None] - x[None, :]
    return cardinal(separation, n, cell, 1), cardinal(separation, n, cell, 2)


def matrices_closed_form(n, cell):
    g = 2 * np.pi / cell
    m = np.arange(n)[:, None] - np.arange(n)[None, :]
    off = m != 0
    theta = np.pi * m[off] / n
    sign = np.where(m[off] % 2 == 0, 1.0, -1.0)
    first = np.zeros((n, n))
    if n % 2:
        second = np.eye(n) * (-g**2 * (n**2 - 1) / 12)
        first[off] = 0.5 * g * sign / np.sin(theta)
        second[off] = -g**2 * sign * np.cos(theta) / (2 * np.sin(theta)**2)
    else:
        second = np.eye(n) * (-g**2 * (n**2 + 2) / 12)
        first[off] = 0.5 * g * sign / np.tan(theta)
        second[off] = -g**2 * sign / (2 * np.sin(theta)**2)
    return first, second


def sawtooth(n):
    return (-1.0) ** np.arange(n) / np.sqrt(n)


def show(values, digits=6):
    rounded = np.round(values, digits) + 0.0
    return "  ".join(f"{v:.{digits}f}" for v in rounded)


# Matrix elements, rank-one difference, null spaces and eigenvalue pairing.
test_cell = 3.7
rng = np.random.default_rng(4)
for n in range(3, 14):
    d_def, l_def = matrices_from_definition(n, test_cell)
    d_closed, l_closed = matrices_closed_form(n, test_cell)
    assert np.allclose(d_def, d_closed, atol=1e-10)
    assert np.allclose(l_def, l_closed, atol=1e-9)
    nyquist = np.pi * n / test_cell
    u = sawtooth(n)
    expected = np.zeros((n, n))
    if n % 2 == 0:
        expected = nyquist**2 * np.outer(u, u)
    assert np.allclose(d_closed @ d_closed - l_closed, expected, atol=1e-9)
    nullity = n - np.linalg.matrix_rank(d_closed, tol=1e-8)
    assert nullity == (1 if n % 2 else 2)
    spectrum = np.linalg.eigvalsh(l_closed)
    multiplicity = np.sum(np.abs(spectrum - spectrum[0]) < 1e-8)
    assert multiplicity == (2 if n % 2 else 1)

    # FFT derivative of real data with every mode kept.
    k = 2 * np.pi * np.fft.fftfreq(n, d=test_cell / n)
    data = rng.normal(size=n)
    kept = np.fft.ifft(1j * k * np.fft.fft(data))
    twice = np.fft.ifft(1j * k * np.fft.fft(kept))
    assert np.allclose(kept.real, d_closed @ data, atol=1e-9)
    assert np.allclose(twice, l_closed @ data, atol=1e-8)
    largest_imaginary = np.max(np.abs(kept.imag))
    if n % 2:
        assert largest_imaginary < 1e-10
    else:
        assert largest_imaginary > 1e-3

# Samples of the Nyquist mode fix the curvature but not the slope.
n = 8
x = np.arange(n) * test_cell / n
nyquist = np.pi * n / test_cell
alternating = (-1.0) ** np.arange(n)
step = 1e-4
for c in (-0.8, 0.0, 1.3):
    def wave(y):
        return np.cos(nyquist * y) + c * np.sin(nyquist * y)
    slope = (wave(x + step) - wave(x - step)) / (2 * step)
    curvature = (wave(x + step) - 2 * wave(x) + wave(x - step)) / step**2
    assert np.allclose(wave(x), alternating, atol=1e-12)
    assert np.allclose(slope, c * nyquist * alternating, atol=1e-4)
    # Finite-difference truncation and rounding are both below 1e-4 here.
    assert np.allclose(curvature, -nyquist**2 * alternating, atol=1e-3)


def integral_matrices(n, cell):
    """Overlap and gradient integrals of cardinal functions by quadrature."""
    points = 8 * n
    fine = (np.arange(points) + 0.3) * cell / points
    centres = np.arange(n) * cell / n
    separation = fine[:, None] - centres[None, :]
    value = cardinal(separation, n, cell, 0)
    slope = cardinal(separation, n, cell, 1)
    return (value.T @ value * cell / points, slope.T @ slope * cell / points)


for n in (4, 7, 8, 9, 12):
    h = test_cell / n
    d, lap = matrices_closed_form(n, test_cell)
    overlap, gradient = integral_matrices(n, test_cell)
    u = sawtooth(n)
    defect = 0.0 if n % 2 else 0.5
    assert np.allclose(overlap, h * (np.eye(n) - defect * np.outer(u, u)),
                       atol=1e-10)
    assert np.allclose(gradient, -0.5 * h * (lap + d @ d), atol=1e-9)
    if n % 2:
        assert np.allclose(gradient, -h * lap, atol=1e-9)

print("Small grids, cell length 2 pi (dimensionless)")
for n in (4, 3):
    d, lap = matrices_closed_form(n, 2 * np.pi)
    print(f"N={n} first row of D:   {show(d[0])}")
    print(f"N={n} first row of D^2: {show((d @ d)[0])}")
    print(f"N={n} first row of L:   {show(lap[0])}")
    h = 2 * np.pi / n
    spike = np.eye(n)[0]
    gradient = integral_matrices(n, 2 * np.pi)[1]
    print(f"N={n} spike, grid sum h*sum (Df)^2:  {h*np.sum((d@spike)**2):.6f}")
    print(f"N={n} spike, grid sum -h*sum f(Lf):  {-h*spike@lap@spike:.6f}")
    print(f"N={n} spike, true integral of f'^2:  {spike@gradient@spike:.6f}")

# One electron in a periodic cosine well.
cell, v0 = 10.0, 1.0
g = 2 * np.pi / cell
hartree_ev = physical_constants["Hartree energy in eV"][0]


def solve(n, squared_gradient):
    d, lap = matrices_closed_form(n, cell)
    kinetic = -0.5 * (d @ d if squared_gradient else lap)
    x = np.arange(n) * cell / n
    return np.linalg.eigh(kinetic + np.diag(v0 * (1 - np.cos(g * x))))


q = 4 * v0 / g**2
characteristic = np.array([mathieu_a(0, q), mathieu_b(2, q),
                           mathieu_a(2, q), mathieu_b(4, q)])
reference = v0 + characteristic * g**2 / 8

print("Electron in v0(1-cos(gx)), Hartree atomic units")
print(f"cell length: {cell:.1f} bohr")
print(f"v0: {v0:.1f} hartree")
print(f"g: {g:.6f} 1/bohr")
print(f"Mathieu parameter q: {q:.6f}")
print(f"Mathieu levels (hartree):   {show(reference)}")
for n in (31, 32):
    e_lap = solve(n, False)[0]
    e_sq, states = solve(n, True)
    assert np.allclose(e_lap[:4], reference, atol=1e-7)
    if n % 2:
        assert np.allclose(e_sq, e_lap, atol=1e-9)
    else:
        false_index = np.argmax((sawtooth(n) @ states) ** 2)
        assert false_index == 2
        remaining = np.delete(e_sq, false_index)
        assert np.allclose(remaining[:4], reference, atol=1e-7)
        assert np.all(e_sq <= e_lap + 1e-9)
        assert np.all(e_lap[:-1] <= e_sq[1:] + 1e-9)
    print(f"N={n} levels with L (hartree):   {show(e_lap[:5])}")
    print(f"N={n} levels with D^2 (hartree): {show(e_sq[:5])}")

distances = []
for n in (16, 32, 64):
    energies, states = solve(n, True)
    weights = (sawtooth(n) @ states) ** 2
    index = np.argmax(weights)
    nyquist = np.pi * n / cell
    estimate = v0 - v0**2 / (nyquist - g) ** 2
    # The estimate omits fourth and higher orders in v0.
    assert abs(energies[index] - estimate) < 1e-3
    assert weights[index] > 0.98
    distances.append(v0 - energies[index])
    print(f"N={n} Nyquist wave number K: {nyquist:.6f} 1/bohr")
    print(f"N={n} false level: {energies[index]:.6f} hartree"
          f" = {energies[index] * hartree_ev:.4f} eV")
    print(f"N={n} second-order estimate: {estimate:.6f} hartree")
    print(f"N={n} sawtooth weight of false state: {weights[index]:.6f}")
assert distances[0] > distances[1] > distances[2] > 0

shifts = []
for n in (8, 12):
    e_lap = solve(n, False)[0][0]
    e_sq = solve(n, True)[0][0]
    shifts.append(e_lap - e_sq)
    print(f"N={n} ground level with L: {e_lap:.8f} hartree")
    print(f"N={n} ground level with D^2: {e_sq:.8f} hartree")
    print(f"N={n} lowering by D^2: {e_lap - e_sq:.3e} hartree")
assert shifts[0] > 20 * shifts[1] > 0

print("every check passed")
```

Running it gives:

```
Small grids, cell length 2 pi (dimensionless)
N=4 first row of D:   0.000000  0.500000  0.000000  -0.500000
N=4 first row of D^2: -0.500000  0.000000  0.500000  0.000000
N=4 first row of L:   -1.500000  1.000000  -0.500000  1.000000
N=4 spike, grid sum h*sum (Df)^2:  0.785398
N=4 spike, grid sum -h*sum f(Lf):  2.356194
N=4 spike, true integral of f'^2:  1.570796
N=3 first row of D:   0.000000  0.577350  -0.577350
N=3 first row of D^2: -0.666667  0.333333  0.333333
N=3 first row of L:   -0.666667  0.333333  0.333333
N=3 spike, grid sum h*sum (Df)^2:  1.396263
N=3 spike, grid sum -h*sum f(Lf):  1.396263
N=3 spike, true integral of f'^2:  1.396263
Electron in v0(1-cos(gx)), Hartree atomic units
cell length: 10.0 bohr
v0: 1.0 hartree
g: 0.628319 1/bohr
Mathieu parameter q: 10.132118
Mathieu levels (hartree):   0.301258  0.875594  1.378681  1.858079
N=31 levels with L (hartree):   0.301258  0.875594  1.378681  1.858079  2.047667
N=31 levels with D^2 (hartree): 0.301258  0.875594  1.378681  1.858079  2.047667
N=32 levels with L (hartree):   0.301258  0.875594  1.378681  1.858079  2.047667
N=32 levels with D^2 (hartree): 0.301258  0.875594  0.988743  1.378681  1.858079
N=16 Nyquist wave number K: 5.026548 1/bohr
N=16 false level: 0.948393 hartree = 25.8071 eV
N=16 second-order estimate: 0.948306 hartree
N=16 sawtooth weight of false state: 0.994675
N=32 Nyquist wave number K: 10.053096 1/bohr
N=32 false level: 0.988743 hartree = 26.9051 eV
N=32 second-order estimate: 0.988742 hartree
N=32 sawtooth weight of false state: 0.999747
N=64 Nyquist wave number K: 20.106193 1/bohr
N=64 false level: 0.997364 hartree = 27.1397 eV
N=64 second-order estimate: 0.997364 hartree
N=64 sawtooth weight of false state: 0.999986
N=8 ground level with L: 0.30108665 hartree
N=8 ground level with D^2: 0.29890099 hartree
N=8 lowering by D^2: 2.186e-03 hartree
N=12 ground level with L: 0.30125798 hartree
N=12 ground level with D^2: 0.30125771 hartree
N=12 lowering by D^2: 2.663e-07 hartree
every check passed
```
